# Orientational entropy of the silicon <110> split interstitial: test program

```python
"""Orientational entropy of the silicon <110> split interstitial.
Result under test: six orientations per site, so that
    G_eff = G_1 - kT ln 6,   kT ln 6 = about 0.20 eV at 1300 K.
G_1: formation free energy of one fixed orientation (eV)
G_eff: effective formation free energy per lattice site (eV)
kT: Boltzmann constant times temperature (eV)
Counts come from crystal symmetry operations built from atom positions;
thermodynamics comes from explicit sums over all states of a small lattice.
Offsets, dipole values and formation parameters are round model inputs.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants

K_B = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]

# ---------- crystal symmetry on an integer grid, cubic cell edge = 80 ----------
EDGE = 80
fcc = [(0, 0, 0), (0, 40, 40), (40, 0, 40), (40, 40, 0)]
atoms = fcc + [tuple((c + 20) % EDGE for c in p) for p in fcc]
atom_set = set(atoms)
atom_array = np.array(atoms)

matrices = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.zeros((3, 3), dtype=int)
        for row in range(3):
            matrix[row, perm[row]] = signs[row]
        matrices.append(matrix)

operations = []
for matrix in matrices:
    turned = atom_array @ matrix.T
    for shift in itertools.product((0, 20, 40, 60), repeat=3):
        image = (turned + np.array(shift)) % EDGE
        if set(map(tuple, image.tolist())) == atom_set:
            operations.append((matrix, np.array(shift)))
site_operations = [op for op in operations if not op[1].any()]


def orbit(points, ops, labelled=False):
    """Distinct images of a set of points; labelled keeps atom identity."""
    images = set()
    for matrix, shift in ops:
        moved = (np.array(points) @ matrix.T + shift) % EDGE
        moved = tuple(map(tuple, moved.tolist()))
        images.add(moved if labelled else frozenset(moved))
    return images


dumbbell = [(12, 12, -10), (-12, -12, -10)]
reversed_shift = [(12, 12, 10), (-12, -12, 10)]
tilted = [(12, 12, -10), (-12, -12, -6)]
site_orbit = orbit(dumbbell, site_operations)
crystal_orbit = orbit(dumbbell, operations)
g = len(site_orbit)
arrows = len(orbit(dumbbell, site_operations, labelled=True))
tilted_count = len(orbit(tilted, site_operations))
reference = frozenset(tuple(c % EDGE for c in p) for p in dumbbell)
stabilizer = sum(orbit(dumbbell, [op]) == {reference}
                 for op in site_operations)
directions = [v for v in itertools.product((-1, 0, 1), repeat=3)
              if sum(abs(c) for c in v) == 2]
axes = {frozenset((v, tuple(-c for c in v))) for v in directions}

assert len(operations) == 192 and len(site_operations) == 24
assert g == len(axes) == 6
assert stabilizer == 4
assert len(crystal_orbit) == len(axes) * len(atoms)
assert arrows == len(directions) == 12
assert tilted_count == 12
flipped = frozenset(tuple(c % EDGE for c in p) for p in reversed_shift)
assert flipped not in crystal_orbit

hex_per_site = len(orbit([(50, 50, 50)], operations)) // len(atoms)
tet_per_site = len(orbit([(40, 40, 40)], operations)) // len(atoms)
assert (hex_per_site, tet_per_site) == (2, 1)

lattice_A = 5.43
neighbours = np.array([(20, 20, 20), (20, -20, -20),
                       (-20, 20, -20), (-20, -20, 20)])


def closest(points):
    gaps = np.array(points)[:, None, :] - neighbours[None, :, :]
    return np.linalg.norm(gaps, axis=2).min() * lattice_A / EDGE


near_good, near_bad = closest(dumbbell), closest(reversed_shift)
length_A = np.linalg.norm(np.subtract(*dumbbell)) * lattice_A / EDGE
assert near_bad < 0.6 * near_good

# ---------- explicit statistics of a small lattice ----------


def occupation(energies, kT, sites=3):
    """Mean defects per site from a sum over every lattice state."""
    levels = [None] + list(energies)
    total = defects = 0.0
    for state in itertools.product(levels, repeat=sites):
        present = [e for e in state if e is not None]
        weight = math.exp(-sum(present) / kT)
        total += weight
        defects += len(present) * weight
    return defects / total / sites


def measured_G(energies, kT):
    theta = occupation(energies, kT)
    return -kT * math.log(theta / (1.0 - theta))


T = 1300.0
kT = K_B * T
H, S_vib = 3.5, 5.0            # eV, units of the Boltzmann constant
G_1 = H - S_vib * kT
lowering = kT * math.log(g)
G_eff = G_1 - lowering
assert abs(measured_G([G_1] * g, kT) - G_eff) < 1e-9
assert abs(lowering - 0.20) < 0.005

# crowded case, where the dilute law fails but the full law must hold
x_crowded = math.exp(-0.3 / kT)
theta_crowded = occupation([0.3] * g, kT)
assert abs(theta_crowded - g * x_crowded / (1 + g * x_crowded)) < 1e-12
assert abs(theta_crowded / (g * x_crowded) - 1) > 0.1


def G_one(temperature):
    return H - S_vib * K_B * temperature


def gain(temperature):
    one = G_one(temperature)
    return one - measured_G([one] * g, K_B * temperature)


entropy = (gain(T + 5) - gain(T - 5)) / 10 / K_B
assert abs(entropy - math.log(g)) < 1e-6
hot, cold = T + 5, T - 5
log_ratio = math.log(occupation([G_one(hot)] * g, K_B * hot)
                     / occupation([G_one(cold)] * g, K_B * cold))
slope = log_ratio / (1 / (K_B * cold) - 1 / (K_B * hot))
assert abs(slope - H) < 1e-6

site_density = len(atoms) / (lattice_A * 1e-8) ** 3
c_one = site_density * occupation([G_1], kT)
c_six = site_density * occupation([G_1] * g, kT)
assert abs(c_six / c_one - g) < 1e-6

# ---------- size of neglected effects ----------
hex_offset, tet_offset, charged_offset = 0.05, 0.15, 0.20
rivals = [hex_offset] * hex_per_site + [tet_offset] * tet_per_site
charged = [charged_offset] * (2 * tet_per_site)


def extra_lowering(offsets):
    return kT * math.log(1 + sum(math.exp(-d / kT) for d in offsets) / g)


for offsets in (rivals, charged):
    levels = [G_1] * g + [G_1 + d for d in offsets]
    assert abs(G_eff - measured_G(levels, kT)
               - extra_lowering(offsets)) < 1e-9

# elastic dipole values along [110], [1-10], [001], in eV
P1, P2, P3 = 8.0, 6.0, 2.0
strain_par = 0.01
strain_perp = -0.77 * strain_par
n1 = np.array([1, 1, 0]) / math.sqrt(2)
n2 = np.array([1, -1, 0]) / math.sqrt(2)
n3 = np.array([0, 0, 1])
dipole = sum(p * np.outer(n, n) for p, n in ((P1, n1), (P2, n2), (P3, n3)))
strain = np.diag([strain_par, strain_par, strain_perp])
dipoles = {}
for matrix, _ in site_operations:
    rotated = matrix @ dipole @ matrix.T
    key = tuple(int(v) for v in np.rint(rotated * 1000).ravel())
    dipoles[key] = rotated
strain_energies = np.array([-np.sum(p * strain) for p in dipoles.values()])
offsets = np.sort(strain_energies - strain_energies.min())
splitting = ((P1 + P2) / 2 - P3) * (strain_par - strain_perp)
low_count = int(np.sum(offsets < 1e-9))
assert len(offsets) == g and low_count == 2
assert np.allclose(offsets[low_count:], splitting, atol=1e-10)
strained_lowering = kT * math.log(2 + 4 * math.exp(-splitting / kT))
direct = G_1 - measured_G(list(G_1 + offsets), kT)
assert abs(direct - strained_lowering) < 1e-9
assert strained_lowering < lowering

blocking = kT * math.log1p(g * math.exp(-G_1 / kT))
expansion_coefficient = 4e-6   # rough mean linear value, 1/K
density_change = (1 + expansion_coefficient * (T - 300)) ** -3 - 1
expansion_shift = -kT * math.log1p(density_change)

# ---------- printed numbers ----------
print("COUNT")
print(f"Site symmetry operations: {len(site_operations)}")
print(f"Operations leaving dumbbell unchanged: {stabilizer}")
print(f"Orientations per site: {g}")
print(f"Dumbbells per 8-atom cubic cell: {len(crystal_orbit)}")
print(f"Arrow directions, labelled atoms: {arrows}")
print(f"States per site if frozen in tilted shape: {tilted_count}")
print(f"Model dumbbell length: {length_A:.2f} angstrom")
print(f"Closest neighbour, correct shift: {near_good:.2f} angstrom")
print(f"Closest neighbour, reversed shift: {near_bad:.2f} angstrom")
print("WORKED EXAMPLE")
print(f"Temperature: {T:.0f} K")
print(f"Lattice parameter: {lattice_A:.2f} angstrom")
print(f"Formation enthalpy H (input): {H:.2f} eV")
print(f"Vibrational entropy (input): {S_vib:.1f} k_B")
print(f"kT: {kT:.5f} eV")
print(f"ln 6: {math.log(g):.4f}")
print(f"Entropy from lattice sum: {entropy:.4f} k_B")
print(f"Lowering kT ln 6: {lowering:.4f} eV")
print(f"Same lowering: {lowering / HARTREE:.5f} hartree")
print(f"Lowering at 300 K: {K_B * 300 * math.log(g):.4f} eV")
print(f"G_1, one orientation: {G_1:.4f} eV")
print(f"G_eff, six orientations: {G_eff:.4f} eV")
print(f"Site density: {site_density:.3e} cm^-3")
print(f"Concentration, one orientation: {c_one:.3e} cm^-3")
print(f"Concentration, six orientations: {c_six:.3e} cm^-3")
print(f"Arrhenius slope from lattice sum: {slope:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"Free energy of vibrational term: {S_vib * kT:.3f} eV")
print(f"Error from 1 k_B of vibrational entropy: {kT:.3f} eV")
print(f"Error from counting 12, not 6: {kT * math.log(2):.3f} eV")
print(f"Hexagonal, tetrahedral sites per atom: "
      f"{hex_per_site}, {tet_per_site}")
print(f"Their assumed offsets: {hex_offset:.2f}, {tet_offset:.2f} eV")
print(f"Extra lowering from both: {extra_lowering(rivals):.4f} eV")
print(f"Charged state assumed offset: {charged_offset:.2f} eV")
print(f"Extra lowering, charged only: {extra_lowering(charged):.4f} eV")
print(f"Dipole values P1, P2, P3 (input): {P1:.0f}, {P2:.0f}, {P3:.0f} eV")
print(f"In-plane strain (input): {100 * strain_par:.2f} %")
print(f"Out-of-plane strain (input): {100 * strain_perp:.2f} %")
print(f"Low, high orientations: {low_count}, {g - low_count}")
print(f"Strain splitting: {splitting:.4f} eV")
print(f"Lowering below lowest level, strained: {strained_lowering:.4f} eV")
print(f"Site-blocking correction: {blocking:.1e} eV")
print(f"Linear expansion (rough input): {expansion_coefficient:.1e} 1/K")
print(f"Site density change from 300 K: {100 * density_change:.2f} %")
print(f"Equivalent free-energy shift: {expansion_shift:.4f} eV")
print("verified")
```

It prints:

```
COUNT
Site symmetry operations: 24
Operations leaving dumbbell unchanged: 4
Orientations per site: 6
Dumbbells per 8-atom cubic cell: 48
Arrow directions, labelled atoms: 12
States per site if frozen in tilted shape: 12
Model dumbbell length: 2.30 angstrom
Closest neighbour, correct shift: 2.18 angstrom
Closest neighbour, reversed shift: 1.02 angstrom
WORKED EXAMPLE
Temperature: 1300 K
Lattice parameter: 5.43 angstrom
Formation enthalpy H (input): 3.50 eV
Vibrational entropy (input): 5.0 k_B
kT: 0.11203 eV
ln 6: 1.7918
Entropy from lattice sum: 1.7918 k_B
Lowering kT ln 6: 0.2007 eV
Same lowering: 0.00738 hartree
Lowering at 300 K: 0.0463 eV
G_1, one orientation: 2.9399 eV
G_eff, six orientations: 2.7392 eV
Site density: 4.997e+22 cm^-3
Concentration, one orientation: 2.002e+11 cm^-3
Concentration, six orientations: 1.201e+12 cm^-3
Arrhenius slope from lattice sum: 3.5000 eV
NEGLECTED EFFECTS
Free energy of vibrational term: 0.560 eV
Error from 1 k_B of vibrational entropy: 0.112 eV
Error from counting 12, not 6: 0.078 eV
Hexagonal, tetrahedral sites per atom: 2, 1
Their assumed offsets: 0.05, 0.15 eV
Extra lowering from both: 0.0256 eV
Charged state assumed offset: 0.20 eV
Extra lowering, charged only: 0.0061 eV
Dipole values P1, P2, P3 (input): 8, 6, 2 eV
In-plane strain (input): 1.00 %
Out-of-plane strain (input): -0.77 %
Low, high orientations: 2, 4
Strain splitting: 0.0885 eV
Lowering below lowest level, strained: 0.1500 eV
Site-blocking correction: 2.7e-12 eV
Linear expansion (rough input): 4.0e-06 1/K
Site density change from 300 K: -1.19 %
Equivalent free-energy shift: 0.0013 eV
verified
```
